# The octahedral double group and spin-orbit splitting of a t2g level: verification in Python

```python
"""Octahedral double group and spin-orbit splitting of a t2g level.

Result under test: the SU(2) cover of the cube rotations has 48 elements and
spinor irreps G6, G7, G8 (dimensions 2, 2, 4). For H = zeta L.S within t2g,
G8 (effective j=3/2) lies at -zeta/2 and G7 (effective j=1/2) at +zeta.
zeta: spin-orbit constant; Delta: eg-t2g splitting; K = L.S; hbar = 1.
P and Q project on t2g and eg. Orbital order: yz, zx, xy, x2-y2, 3z2-r2.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
zeta, Delta = 0.015, 0.12
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2 = np.eye(2)

# ---- Group generated by a fourfold and a threefold rotation
c4z = (one2 - 1j * sigma[2]) / np.sqrt(2)
c3 = (one2 - 1j * sigma.sum(axis=0)) / 2
elements = [one2.astype(complex)]
for u in elements:
    for g in (c4z, c3):
        v = g @ u
        if not any(np.abs(v - e).max() < 1e-8 for e in elements):
            elements.append(v)
            assert len(elements) <= 48
G = np.array(elements)
order = len(G)
assert order == 48


def find(u):
    distance = np.abs(G - u).sum(axis=(1, 2))
    k = int(np.argmin(distance))
    assert distance[k] < 1e-8
    return k


mul = np.array([[find(a @ b) for b in G] for a in G])
inv = np.array([find(a.conj().T) for a in G])

# ---- Conjugacy classes, named by spinor trace and size
names = {(2.0, 1): "E", (1.0, 8): "C3", (1.41, 6): "C4", (0.0, 6): "C2",
         (0.0, 12): "C2'", (-2.0, 1): "Ebar", (-1.0, 8): "C3bar",
         (-1.41, 6): "C4bar"}
found = {}
for i in range(order):
    members = sorted({int(mul[mul[g, i], inv[g]]) for g in range(order)})
    trace = round(float(np.trace(G[i]).real), 2)
    label = names[(trace, len(members))]
    assert found.setdefault(label, members) == members
labels = list(names.values())
assert set(found) == set(labels)
classes = [found[name] for name in labels]
sizes = np.array([len(c) for c in classes])
reps = [c[0] for c in classes]
class_of = np.zeros(order, dtype=int)
for k, c in enumerate(classes):
    class_of[c] = k

# ---- All irreducible characters from class multiplication constants
n = len(classes)
const = np.zeros((n, n, n))
for i in range(n):
    for k in range(n):
        for a in classes[i]:
            const[i, class_of[mul[inv[a], reps[k]]], k] += 1
weights = np.sqrt([2, 3, 5, 7, 11, 13, 17, 19])
_, vectors = np.linalg.eig(np.tensordot(weights, const, axes=1))
computed = []
for v in vectors.T:
    omega = v / v[0]
    dim = np.sqrt(order / np.sum(np.abs(omega) ** 2 / sizes))
    computed.append(dim * omega / sizes)
computed = np.array(computed)
assert np.abs(computed.imag).max() < 1e-8
computed = computed.real

# ---- Characters predicted from rotation angles
phi = np.array([0, 2 * np.pi / 3, np.pi / 2, np.pi, np.pi])


def chi_j(j):
    m = np.arange(-j, j + 1)
    return np.cos(np.outer(phi, m)).sum(axis=1)


a2 = np.array([1, 1, -1, 1, -1])
predicted = {"A1": (chi_j(0), 1), "A2": (a2, 1),
             "E": (chi_j(2) - a2 * chi_j(1), 1),
             "T1": (chi_j(1), 1), "T2": (a2 * chi_j(1), 1),
             "G6": (chi_j(0.5), -1), "G7": (a2 * chi_j(0.5), -1),
             "G8": (chi_j(1.5), -1)}
chars, used = {}, set()
for name, (row, sign) in predicted.items():
    full = np.concatenate([row, sign * row[:3]])
    error = np.abs(computed - full).max(axis=1)
    k = int(np.argmin(error))
    assert error[k] < 1e-8
    used.add(k)
    chars[name] = computed[k]
assert len(used) == 8

# closed sine form of the characters for nonzero angle
for j in (0.5, 1.5, 2.5):
    closed = np.sin((j + 0.5) * phi[1:]) / np.sin(phi[1:] / 2)
    assert np.allclose(closed, chi_j(j)[1:])

# ---- Orbital matrices by exact quadrature on the unit sphere
ct, wt = np.polynomial.legendre.leggauss(8)
az = 2 * np.pi * np.arange(16) / 16
C, A = np.meshgrid(ct, az, indexing="ij")
S = np.sqrt(1 - C ** 2)
pts = np.stack([S * np.cos(A), S * np.sin(A), C], axis=-1).reshape(-1, 3)
wq = np.repeat(wt, 16) * 2 * np.pi / 16
forms = np.zeros((5, 3, 3))
for k, (a, b) in enumerate([(1, 2), (2, 0), (0, 1)]):
    forms[k, a, b] = forms[k, b, a] = 0.5
forms[3] = np.diag([0.5, -0.5, 0])
forms[4] = np.diag([-1, -1, 2]) / (2 * np.sqrt(3))
forms *= np.sqrt(15 / (4 * np.pi))


def d_values(r):
    return np.einsum("ni,aij,nj->an", r, forms, r)


def momentum(values, gradients):
    rotated = -1j * np.cross(pts[None, :, :], gradients)
    return np.einsum("an,n,bnk->kab", values, wq, rotated)


dv = d_values(pts)
assert np.allclose((dv * wq) @ dv.T, np.eye(5))
L = momentum(dv, 2 * np.einsum("aij,nj->ani", forms, pts))
cp = np.sqrt(3 / (4 * np.pi))
grad_p = np.broadcast_to(cp * np.eye(3)[:, None, :], (3, len(pts), 3))
l_p = momentum(cp * pts.T, grad_p)
assert np.allclose(l_p[0] @ l_p[1] - l_p[1] @ l_p[0], 1j * l_p[2])
assert np.allclose(L[:, :3, :3], -l_p)


def orbital_rotation(R):
    return (dv * wq) @ d_values(pts @ R).T


assert np.allclose(orbital_rotation(-np.eye(3)), np.eye(5))

# ---- Spin-orbit operator, its symmetry and its t2g levels
spin = sigma / 2
K = sum(np.kron(L[k], spin[k]) for k in range(3))
Q = np.kron(np.diag([0, 0, 0, 1, 1]), one2)
H_full = zeta * K + Delta * Q
D = []
for u in G:
    R = np.array([[np.trace(s @ u @ t @ u.conj().T).real / 2
                   for t in sigma] for s in sigma])
    D.append(np.kron(orbital_rotation(R), u))
    assert np.allclose(D[-1] @ H_full, H_full @ D[-1])


def character(basis):
    return np.array([np.trace(basis.conj().T @ D[i] @ basis).real
                     for i in reps])


def multiplicity(chi, name):
    return np.sum(sizes * chi * chars[name]) / order


eye10 = np.eye(10)
chi_t2g, chi_eg = character(eye10[:, :6]), character(eye10[:, 6:])
mult_t = {g: multiplicity(chi_t2g, g) for g in ("G6", "G7", "G8")}
mult_e = {g: multiplicity(chi_eg, g) for g in ("G6", "G7", "G8")}
assert np.allclose(list(mult_t.values()), [0, 1, 1])
assert np.allclose(list(mult_e.values()), [0, 0, 1])

levels, states = np.linalg.eigh(zeta * K[:6, :6])
assert np.allclose(levels, [-zeta / 2] * 4 + [zeta] * 2, atol=1e-12)
quartet, doublet = eye10[:, :6] @ states[:, :4], eye10[:, :6] @ states[:, 4:]
chi_doublet = character(doublet)
assert np.allclose(chi_doublet, chars["G7"])
assert np.allclose(character(quartet), chars["G8"])
gap = levels[-1] - levels[0]
assert abs(gap - 1.5 * zeta) < 1e-12

trial = np.zeros(10, dtype=complex)
trial[[4, 1, 3]] = np.array([1, 1, 1j]) / np.sqrt(3)
assert np.allclose(H_full @ trial, zeta * trial, atol=1e-12)
J = [np.kron(L[k], one2) + np.kron(np.eye(5), spin[k]) for k in range(3)]
J2 = sum(a @ a for a in J)
assert np.allclose(J2 @ doublet, 35 / 4 * doublet)
j2_doublet = np.vdot(trial, J2 @ trial).real

# ---- Coupling to eg and validity of the isolated-t2g gap
assert np.allclose(K @ K + K / 2, 1.5 * eye10)
assert np.allclose(Q @ K @ Q, 0)
w2_quartet = quartet.conj().T @ K @ Q @ K @ quartet
w2_doublet = doublet.conj().T @ K @ Q @ K @ doublet
assert np.allclose(w2_quartet, 1.5 * np.eye(4))
assert np.allclose(w2_doublet, 0)


def full_levels(z, delta):
    return np.linalg.eigvalsh(z * K + delta * Q)


full = full_levels(zeta, Delta)
root = np.sqrt(((Delta + zeta / 2) / 2) ** 2 + 1.5 * zeta ** 2)
middle = (Delta - zeta / 2) / 2
formula = [middle - root] * 4 + [zeta] * 2 + [middle + root] * 4
assert np.allclose(full, formula, atol=1e-12)
gap_full = full[4] - full[0]
gap_second = 1.5 * zeta * (1 + zeta / Delta)
gap_third = gap_second - 0.75 * zeta ** 3 / Delta ** 2
small = 1e-3
test = full_levels(small, 1.0)
remainder = (test[4] - test[0] - 1.5 * small * (1 + small)) / small ** 3
# the next term of the series changes this ratio by about 0.002
assert abs(remainder + 0.75) < 5e-3

p_levels = np.linalg.eigvalsh(
    zeta * sum(np.kron(l_p[k], spin[k]) for k in range(3)))
assert np.allclose(p_levels, [-zeta] * 2 + [zeta / 2] * 4, atol=1e-12)

# ---- Output
print("Elements in double group:", order, "; classes:", n)
print("Class   " + "".join(f"{x:>8}" for x in labels))
print("Size    " + "".join(f"{x:8d}" for x in sizes))
for name, row in chars.items():
    print(f"{name:8}" + "".join(f"{x:8.3f}" for x in np.round(row, 6) + 0.0))
print("t2g x spin character:",
      " ".join(f"{x:.3f}" for x in np.round(chi_t2g, 6) + 0.0))
for title, mult in (("t2g x spin", mult_t), ("eg x spin", mult_e)):
    print(title, "contains:",
          ", ".join(f"{g} {round(m)} times" for g, m in mult.items()))
print(f"C4 character of upper t2g doublet: {chi_doublet[2]:.3f}")
print(f"C4 character of true spin 1/2: {chars['G6'][2]:.3f}")
print(f"J^2 in upper t2g doublet: {j2_doublet:.3f} (hbar^2)")
print("Doublet weights yz, zx, xy:",
      " ".join(f"{x:.4f}" for x in
               (np.abs(trial[:6]) ** 2).reshape(3, 2).sum(axis=1)))
print(f"Squared eg coupling / zeta^2, G8: {w2_quartet[0, 0].real:.3f}")
print(f"Squared eg coupling / zeta^2, G7: {abs(w2_doublet[0, 0]):.3f}")
print(f"zeta = {zeta:.4f} hartree")
print(f"Delta = {Delta:.4f} hartree")
print(f"zeta/Delta = {zeta / Delta:.4f}")
print(f"Isolated t2g, G8 (4 states): {levels[0]:.6f} hartree")
print(f"Isolated t2g, G7 (2 states): {levels[-1]:.6f} hartree")
print(f"Isolated t2g gap: {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")
print(f"Gap / zeta: {gap / zeta:.4f}")
print(f"Full d shell, lower G8 (4 states): {full[0]:.6f} hartree")
print(f"Full d shell, G7 (2 states): {full[4]:.6f} hartree")
print(f"Full d shell, upper G8 (4 states): {full[-1]:.6f} hartree")
print(f"Full d shell gap G7 - lower G8: {gap_full:.6f} hartree"
      f" = {gap_full * HARTREE_EV:.4f} eV")
print(f"Gap through order zeta^2: {gap_second:.6f} hartree")
print(f"Gap through order zeta^3: {gap_third:.6f} hartree")
print(f"Full gap exceeds isolated gap by {100 * (gap_full / gap - 1):.2f} %")
print(f"(gap - second order) Delta^2/zeta^3 at zeta/Delta = {small}:"
      f" {remainder:.4f}")
print(f"p shell, j=1/2 (2 states): {p_levels[0]:.6f} hartree")
print(f"p shell, j=3/2 (4 states): {p_levels[-1]:.6f} hartree")
print("OK")
```

Running it gives:

```
Elements in double group: 48 ; classes: 8
Class          E      C3      C4      C2     C2'    Ebar   C3bar   C4bar
Size           1       8       6       6      12       1       8       6
A1         1.000   1.000   1.000   1.000   1.000   1.000   1.000   1.000
A2         1.000   1.000  -1.000   1.000  -1.000   1.000   1.000  -1.000
E          2.000  -1.000   0.000   2.000   0.000   2.000  -1.000   0.000
T1         3.000   0.000   1.000  -1.000  -1.000   3.000   0.000   1.000
T2         3.000   0.000  -1.000  -1.000   1.000   3.000   0.000  -1.000
G6         2.000   1.000   1.414   0.000   0.000  -2.000  -1.000  -1.414
G7         2.000   1.000  -1.414   0.000   0.000  -2.000  -1.000   1.414
G8         4.000  -1.000   0.000   0.000   0.000  -4.000   1.000   0.000
t2g x spin character: 6.000 0.000 -1.414 0.000 0.000 -6.000 0.000 1.414
t2g x spin contains: G6 0 times, G7 1 times, G8 1 times
eg x spin contains: G6 0 times, G7 0 times, G8 1 times
C4 character of upper t2g doublet: -1.414
C4 character of true spin 1/2: 1.414
J^2 in upper t2g doublet: 8.750 (hbar^2)
Doublet weights yz, zx, xy: 0.3333 0.3333 0.3333
Squared eg coupling / zeta^2, G8: 1.500
Squared eg coupling / zeta^2, G7: 0.000
zeta = 0.0150 hartree
Delta = 0.1200 hartree
zeta/Delta = 0.1250
Isolated t2g, G8 (4 states): -0.007500 hartree
Isolated t2g, G7 (2 states): 0.015000 hartree
Isolated t2g gap: 0.022500 hartree = 0.6123 eV
Gap / zeta: 1.5000
Full d shell, lower G8 (4 states): -0.010094 hartree
Full d shell, G7 (2 states): 0.015000 hartree
Full d shell, upper G8 (4 states): 0.122594 hartree
Full d shell gap G7 - lower G8: 0.025094 hartree = 0.6828 eV
Gap through order zeta^2: 0.025312 hartree
Gap through order zeta^3: 0.025137 hartree
Full gap exceeds isolated gap by 11.53 %
(gap - second order) Delta^2/zeta^3 at zeta/Delta = 0.001: -0.7519
p shell, j=1/2 (2 states): -0.015000 hartree
p shell, j=3/2 (4 states): 0.007500 hartree
OK
```
